Why Pulay density mixing leads to a bordered linear system, part 2

A self-consistent density n* satisfies F[n*] = n*, where the Kohn–Sham map F builds the effective potential from an input density, fills the orbitals with N electrons whatever that density was, and returns the output density. We have trial densities n_1, …, n_m, each holding N electrons, with residuals

R_i = F[n_i] − n_i,

and in general R[n] = F[n] − n. We seek weights c_i with Σ_i c_i = 1 that make R̄ = Σ_i c_i R_i as short as possible, and use them in n̄ = Σ_i c_i n_i. Length is measured by a chosen real, symmetric, positive inner product, with ‖R‖ = √⟨R,R⟩. The matrix

B_ij = ⟨R_i,R_j⟩

is symmetric and positive semidefinite. With c the column of weights and 1 the column of m ones, the minimizing weights obey

Bc = λ1, 1ᵀc = 1,

or, as one bordered system,

[[B, −1], [−1ᵀ, 0]] (c, λ)ᵀ = (0, −1)ᵀ.

Here λ = ‖R̄‖², so √λ is the predicted length of R[n̄]. R̄ is perpendicular to all differences R_i − R_k. The bordered matrix is invertible, and the weights are unique, exactly when the differences R_i − R_m are linearly independent.

The prediction is not exact, because F is not linear. Write n_i = n_0 + δ_i with a nearby reference density n_0, δ̄ = Σ_i c_i δ_i, and Q for the bilinear second derivative of the residual. Where F is smooth, weights of unit sum give

R[n̄] − R̄ = ½ Q(δ̄,δ̄) − ½ Σ_i c_i Q(δ_i,δ_i) + …,

an error of second order in the distances between the densities. If the weights add to s ≠ 1, the error tends instead to F[s n_0] − s F[n_0] as the δ_i shrink to zero. This integrates to N(1 − s), so it does not vanish.

Q. Can I have the weights without the border?

A. If B is invertible, yes. From Bc = λ1 we get c = λB⁻¹1. The condition then gives 1 = λ 1ᵀB⁻¹1, so

λ = 1/(1ᵀB⁻¹1), c = B⁻¹1/(1ᵀB⁻¹1).

The denominator is positive, because an invertible positive semidefinite matrix is positive definite, and so is its inverse. The formula fails in the most welcome case: if λ = 0, then Bc = 0 with c ≠ 0, and B is singular. The bordered system can still be solved there if the differences are independent.

For two residuals there is a simple formula. Let w be the weight of the second, so R̄ = R_1 − w(R_1 − R_2), and

‖R̄‖² = ‖R_1‖² − 2w⟨R_1,R_1 − R_2⟩ + w²‖R_1 − R_2‖².

Setting the derivative with respect to w to zero gives

w = ⟨R_1,R_1 − R_2⟩/‖R_1 − R_2‖² = (B_11 − B_12)/(B_11 − 2B_12 + B_22).

If R_2 = qR_1 with q ≠ 1, this becomes w = 1/(1 − q), and R̄ = 0.

Q. So the next density is n̄, and we are done.

A. The bordered system gives the weights. It does not dictate the next density, and n̄ alone is a poor choice. Consider an affine residual,

R(x) = b − Ax,

with x a vector standing for the density and A an invertible matrix. For unit sum, R(x̄) = b − A Σ_i c_i x_i = Σ_i c_i (b − Ax_i) = R̄, without error. If the next point is x̄, its residual is R̄, a unit-sum combination of the residuals we already have. Its difference from R_m is a combination of the old differences. The next bordered matrix is singular, and nothing has been learned.

The update therefore adds a step along the predicted residual:

n_new = Σ_i c_i (n_i + αR_i) = n̄ + αR̄,

with a chosen number α ≠ 0. Each R_i integrates to zero, since F[n_i] and n_i both hold N electrons, so the step keeps the electron number. With one stored density the weight is 1, and the update is linear mixing, n + αR.

Q. Does the extra step always open a new direction?

A. Not always. In the affine case the new residual is

R_new = b − A(x̄ + αR̄) = R̄ − αAR̄.

It brings a new direction if AR̄ lies outside the span of the old differences. Suppose ⟨v,Av⟩ > 0 for every v ≠ 0. As long as R̄ ≠ 0, we have ⟨R̄,AR̄⟩ > 0. But every vector in the span of the differences is perpendicular to R̄. So AR̄ cannot lie in that span, and the direction is new.

Without that property the process can stall. Let A turn vectors in a plane by 90 degrees. Start at x_1, so that x_2 = x_1 + αR_1 and R_2 = R_1 − αAR_1. The difference R_1 − R_2 = αAR_1 is perpendicular to R_1. The formula gives w = 0, so R̄ = R_1, and the next point is x_1 + αR_1 = x_2 once more.

Q. And when it does not stall?

A. In d dimensions, d + 1 points whose differences are independent suffice. Since R_i − R_m = −A(x_i − x_m) and A is invertible, the d residual differences are independent as well and span the whole space. They can cancel R_m completely. Thus R̄ = 0, λ = 0 and Ax̄ = b: x̄ is the fixed point. This holds in exact arithmetic, for an affine residual, with all the points kept.

As a numerical case, take A with rows (2, 0.5, 0), (0.5, 1.5, 0.3) and (0, 0.3, 1), b = (1, 2, 3), x_1 = 0 and α = 0.3. After four points, B has rank 3 out of 4, the bordered matrix has full rank 5, and the combined point lies 4×10⁻¹⁴ from the solution, at the level of rounding. With α = 0 in the step to the third point, the bordered matrix of three points has rank 3 out of 4.

Q. A Kohn–Sham map is not affine. Show me an atom.

A. Take a free aluminium atom with all 13 electrons, in the local density approximation with Slater exchange and VWN correlation, and the def2-TZVP basis of 37 functions. Both spins share the same orbitals, and the one 3p electron is spread equally over the three 3p orbitals. These occupations are held fixed. The density is stored as a matrix of coefficients for products of basis functions. It is linear in that matrix, so combining matrices combines densities.

For the inner product I use

⟨R,R'⟩ = ∬ R(r)R'(r')/|r − r'| d³r d³r'.

In Fourier space ⟨R,R⟩ is an integral of |R(k)|² times the positive factor 4π/k², so it is positive for R ≠ 0. In atomic units it is an energy in hartree, twice the electrostatic self-energy of the residual charge. The norm has the unit hartree^½.

The first density is the output of F for a standard minimal-basis guess. Two steps of linear mixing with α = 0.3 give the second and third. In units of 10⁻³ hartree, the computed inner products are

B_11 = 4.268966, B_12 = 2.113042, B_13 = 1.045546,

B_22 = 1.046701, B_23 = 0.5183846, B_33 = 0.2570127.

The square roots of the diagonal entries give the norms 0.0653, 0.0324 and 0.0160 hartree^½.

Q. Try the last two first, so that I can follow.

A. For R_2 and R_3, in the same units, the weight of R_3 is

w = (1.046701 − 0.5183846)/(1.046701 − 2×0.5183846 + 0.2570127) = 0.5283164/0.2669445 = 1.979.

The weight of R_2 is −0.979. The predicted norm is 1.05×10⁻³ hartree^½, about one fifteenth of ‖R_3‖.

The weight is close to 2 for a simple reason. The ratio of the norms is q = 0.0160316/0.0323528 = 0.4955, and the cosine of the angle between the residuals is B_23/(‖R_2‖‖R_3‖) = 0.9995. They are nearly parallel. The parallel formula gives 1/(1 − q) = 1.982.

Q. And all three?

A. Solving the bordered system numerically gives

c_1 = 1.43113, c_2 = −5.30089, c_3 = 4.86976,

λ = 3.444×10⁻⁹ hartree.

The weights add to one. The first row, in units of 10⁻³ hartree, reads

4.268966×1.43113 − 2.113042×5.30089 + 1.045546×4.86976 = 6.1094 − 11.2010 + 5.0916 = 0.0000.

It should equal λ, which is 0.000003444 in these units. The terms cancel so strongly that the rounded entries above cannot reproduce λ; the computation must carry more digits. The predicted norm is √λ = 5.87×10⁻⁵ hartree^½.

Q. That is a forecast. What does the atom say?

A. Applying F to the combined density gives a true residual norm of 7.69×10⁻⁵ hartree^½, which is 31% above the forecast. After the step αR̄ with α = 0.3, the true norm is 6.27×10⁻⁵. A linear step from the third density with the same α gives 7.96×10⁻³, about 127 times as much.

Q. Thirty-one percent is not small. How do I know that it comes from your second-order term?

A. Scale the distances. Let n* be the converged density, replace each n_i by n* + t(n_i − n*), and keep the weights. The norm of R[n̄] − R̄ is then

t = 1/8: 7.53×10⁻⁷ hartree^½,

t = 1/16: 1.88×10⁻⁷ hartree^½.

Halving the distances divides the error by 4.00, as a second-order term must. Extended to t = 1 by the same law, the error would be 64×7.53×10⁻⁷ = 4.8×10⁻⁵ hartree^½. That is an extrapolation, but it is comparable with the forecast itself, so a deviation of this size is no surprise.

Now multiply all the weights by 0.9. The error is 2.22 hartree^½ at both values of t. In the limit t → 0 it is the norm of F[0.9n*] − 0.9n*, a function that holds 13×0.1 = 1.3 electrons. Here the unit-sum condition is what makes the forecast meaningful.

Q. The weights are large. Does that worry you?

A. It calls for care. The second-order error contains Σ_i c_i Q(δ_i,δ_i), where δ_i is the distance from a reference density and Q the second derivative of the residual. Large weights can amplify it, and so can old densities that lie far away. This can be a reason to limit the number of stored densities when the early ones lie far from the solution. Our atom starts close to it and does not show the effect: at α = 0.3, keeping 2, 3, 5 or 20 densities takes 9, 8, 6 and 6 evaluations of F to bring the residual norm below 10⁻⁶ hartree^½. The absolute values of our weights add to 11.6, yet in this example the true residual norm of n̄ is still about 200 times smaller than that of the third density.

Q. Would another inner product give the same weights?

A. No. With the integral of R(r)R'(r) over space, the weights are 1.540, −5.632 and 5.092. The Coulomb norm of that combination is 1.06×10⁻⁴ hartree^½, against the minimum of 5.87×10⁻⁵. It had to be at least as large, since the other weights minimize this norm. That does not show that the Coulomb choice converges faster in general. By contrast, a finer integration grid for the exchange–correlation terms leaves the Coulomb weights unchanged to the five decimals given.

Q. One good step is not a converged calculation.

A. Start each run from the same first density, stop when the residual norm falls below 10⁻⁶ hartree^½, and count evaluations of F, including the last. Pulay mixing keeps up to five densities.

α = 0.3: linear mixing 20, Pulay mixing 6.

α = 0.7: linear mixing 8, Pulay mixing 5.

The two densities reached with α = 0.3 differ by 7×10⁻⁷ hartree^½ in norm.

Q. So most of your gain at α = 0.3 came from a poor α.

A. Much of it did. A one-direction estimate shows why. If the residual obeys R(n + αR) = (1 − αa)R with a number a, the observed ratio 0.4955 at α = 0.3 gives a = (1 − 0.4955)/0.3 = 1.68. At α = 0.7 the factor is 1 − 0.7×1.68 = −0.18, so the residual shrinks much faster. To go from 0.0653 to 10⁻⁶, the estimate needs 16 steps at α = 0.3 and 7 at α = 0.7, hence 17 and 8 evaluations. The actual counts are 20 and 8. At α = 0.7 the ratio of successive norms stays between 0.18 and 0.20, as the estimate says. At α = 0.3 it climbs from 0.50 to 0.65, because directions with smaller a, down to about 1, shrink more slowly and take over. The estimate must not be used near α = 1/a: at α = 0.6 it gives 4 evaluations, and linear mixing needs 8. In this atom Pulay mixing depends less on α than linear mixing does, for the two values tried.

Q. Nobody builds a chip from one aluminium atom. What changes in a metal film or a large cell?

A. The counts do not carry over. Consider a density error of wavevector k in a uniform metal, with the Hartree potential alone and a long wavelength. An input change δn shifts the potential by 4πδn/k². The output density responds by −D times that shift, where D is the density of states per volume at the Fermi level. The residual changes by

δR = −(1 + 4πD/k²) δn.

Linear mixing multiplies the error by 1 − α(1 + 4πD/k²). For its magnitude to stay below one, with α > 0, we need

α < 2/(1 + 4πD/k²).

The smallest nonzero k along a periodic cell of length ℓ is 2π/ℓ; k = 0 is excluded because the electron number is fixed. For large ℓ the permitted α therefore falls as 1/ℓ². The cell need not be very long. For free electrons at the valence density of aluminium, 4πD = 4k_F/π ≈ 1.18 bohr⁻², and the bound is crossed at ℓ ≈ 4 Å for α = 0.7 and at ℓ ≈ 7 Å for α = 0.3. At such short lengths the long-wavelength, Hartree-only form is only a rough guide, but it shows that α = 0.7, good for the atom, can diverge in a metallic cell a few lattice constants long. In still longer cells α must be small. Short and long waves then shrink at very different rates, and a few stored residuals may not span all the slow directions. In a uniform metal, replacing αR̄ by a step that damps long waves addresses this, and the bordered system for the weights stays the same. A film next to vacuum or an insulator does not screen equally everywhere, and this estimate does not tell which step suits it.

The atomic model also leaves out spin polarization, the non-spherical open shell, relativity and the rest of the basis. I have not computed how they change the counts. They do not enter the derivation of the weights.

Q. Then what exactly is guaranteed?

A. For given residuals and a given inner product, the weights minimize the combined norm over all unit-sum combinations. For an affine residual, the forecast is exact. For the Kohn–Sham map it holds to first order, where the map is smooth. If levels cross the Fermi energy and sharp occupations jump, the expansion behind it fails. Convergence from an arbitrary start is not guaranteed. And since √λ is only a forecast, a calculation should be stopped on the true residual of the current density, and not on √λ.
